# Recoil Energy in a Two-Body Elastic Collision: Boron on Silicon, part 1

(Sections cited here and not found follow in the second part.)

## From the conservation laws to the recoil energy

A boron ion of 10000 eV that strikes a silicon atom at rest can hand over at most 8106 eV in one elastic collision. An arsenic ion of the same energy, 6.8 times as heavy as the boron ion, can hand over at most 7919 eV, which is nearly the same. A phosphorus ion, whose mass lies between the two, can give up 9974 eV, almost everything it has. The largest transfer therefore neither rises nor falls steadily with the mass of the ion. Nothing about the forces between the atoms is needed to explain these numbers. They follow from the conservation of momentum and energy, and so does the way in which the transfer depends on how sharply the two atoms turn each other aside.

Let the ion have mass $M_1$, velocity $\mathbf v$ and kinetic energy $E=\tfrac12M_1v^2$. The target atom has mass $M_2$ and is at rest. Four assumptions define the problem. The speeds are small compared with that of light. The two atoms act on each other and on nothing else, so the target is treated as free although it sits in a solid. The force between them vanishes at large distance, so that long before and long after the encounter all the energy is kinetic. Finally, no energy goes into exciting or ionizing electrons; this is what the word elastic means here. The algebra is in atomic units, in which $\hbar$, the elementary charge, the electron mass and $4\pi\varepsilon_0$ are all equal to one. The formulas of this half contain none of these constants, so they read the same in any consistent set of units. Primes mark quantities long after the collision.

Two velocities describe the pair better than the velocities $\mathbf v_1$ and $\mathbf v_2$ of the separate atoms. They are the velocity of the centre of mass and the relative velocity,

$$\mathbf V=\frac{M_1\mathbf v_1+M_2\mathbf v_2}{M},\qquad \mathbf u=\mathbf v_1-\mathbf v_2,\qquad M=M_1+M_2 .$$

To express the old velocities through the new ones, put $\mathbf v_1=\mathbf v_2+\mathbf u$ into the first definition. This gives $M\mathbf V=M\mathbf v_2+M_1\mathbf u$, and therefore

$$\mathbf v_2=\mathbf V-\frac{M_1}{M}\mathbf u,\qquad \mathbf v_1=\mathbf v_2+\mathbf u=\mathbf V+\frac{M_2}{M}\mathbf u .$$

The second expression uses $1-M_1/M=M_2/M$. Seen from the centre of mass, the two atoms move in opposite directions, and the lighter one moves faster.

Now write the total kinetic energy in these variables. Squaring the two velocities gives

$$\tfrac12M_1v_1^2=\tfrac12M_1V^2+\frac{M_1M_2}{M}\,\mathbf V\cdot\mathbf u+\frac{M_1M_2^2}{2M^2}u^2,$$

$$\tfrac12M_2v_2^2=\tfrac12M_2V^2-\frac{M_1M_2}{M}\,\mathbf V\cdot\mathbf u+\frac{M_2M_1^2}{2M^2}u^2 .$$

In the sum the terms with $\mathbf V\cdot\mathbf u$ cancel. The last terms combine through $M_1M_2^2+M_2M_1^2=M_1M_2M$, and what remains is

$$\tfrac12M_1v_1^2+\tfrac12M_2v_2^2=\tfrac12MV^2+\tfrac12\mu u^2,\qquad \mu=\frac{M_1M_2}{M}.$$

The quantity $\mu$ is the reduced mass. The kinetic energy has split into a part that belongs to the motion of the pair as a whole and a part that belongs to the motion of one atom relative to the other.

The first part cannot change. The total momentum is $M\mathbf V$, the forces between the atoms are equal and opposite, and no other force acts, so $\mathbf V$ is the same before and after. Before the collision $\mathbf v_1=\mathbf v$ and $\mathbf v_2=0$, which gives

$$\mathbf V=\frac{M_1}{M}\mathbf v,\qquad \mathbf u=\mathbf v .$$

The energy of the relative motion, denoted $E_c$, is then

$$E_c=\tfrac12\mu v^2=\frac{M_2}{M}\cdot\tfrac12M_1v^2=\frac{M_2}{M}E .$$

For boron of mass 11.009 u on silicon of mass 27.977 u it is $10000\times27.977/38.986=7176$ eV. The other 2824 eV belong to the motion of the centre of mass. They are out of reach for any process between the two atoms, because momentum conservation holds them fixed. This energy is not lost to the target, however. The silicon atom shares in the motion of the centre of mass, and for this reason the largest recoil energy, 8106 eV, can exceed $E_c$.

Since the total energy and its first part are both unchanged, the second part is unchanged too. In an elastic collision the relative velocity therefore keeps its length,

$$|\mathbf u'|=|\mathbf u|=v,$$

and can change only its direction. The angle between $\mathbf u$ and $\mathbf u'$ is the centre-of-mass scattering angle $\theta$, which lies between 0 and $\pi$. It has this name because in a frame moving with the centre of mass each atom's velocity is a fixed multiple of $\mathbf u$, so both atoms turn through $\theta$.

A count of unknowns shows how far the conservation of momentum and energy can go. The two final velocities have six components. Momentum conservation supplies three equations and energy conservation one, so two numbers are left open. They are the two angles that give the direction of $\mathbf u'$: the angle $\theta$ and the angle that fixes the plane of the collision. The second has no influence on energies, since turning the whole picture about the incident direction changes no speed. A single number, $\theta$, thus decides how the energy is shared.

To find the recoil energy, use the expression for $\mathbf v_2$ before and after the collision:

$$0=\mathbf V-\frac{M_1}{M}\mathbf u,\qquad \mathbf v_2'=\mathbf V-\frac{M_1}{M}\mathbf u' .$$

Subtracting the first from the second removes $\mathbf V$:

$$\mathbf v_2'=\frac{M_1}{M}(\mathbf u-\mathbf u') .$$

Multiplied by $M_2$, this reads $M_2\mathbf v_2'=\mu(\mathbf u-\mathbf u')$. The momentum that the target gains is the momentum that the relative motion loses. The squared length of the difference follows from the scalar product $\mathbf u\cdot\mathbf u'=v^2\cos\theta$:

$$|\mathbf u-\mathbf u'|^2=v^2+v^2-2v^2\cos\theta=2v^2(1-\cos\theta)=4v^2\sin^2\frac{\theta}{2}.$$

The last step is the identity $\cos\theta=1-2\sin^2(\theta/2)$. The half angle thus has a simple geometric origin. The vectors $\mathbf u$ and $\mathbf u'$ are the equal sides of an isosceles triangle with the angle $\theta$ between them, and its base has the length $2v\sin(\theta/2)$. The recoil energy is

$$T=\tfrac12M_2v_2'^2=\tfrac12M_2\frac{M_1^2}{M^2}\,4v^2\sin^2\frac{\theta}{2}=\frac{2M_1^2M_2}{M^2}v^2\sin^2\frac{\theta}{2}.$$

Replacing $v^2$ by $2E/M_1$ removes one factor $M_1$ and turns the 2 into a 4:

$$\boxed{\,T=kE\sin^2\frac{\theta}{2},\qquad k=\frac{4M_1M_2}{(M_1+M_2)^2}\,}$$

Since the squared sine never exceeds one, $T$ never exceeds $kE$. This value is reached at $\theta=\pi$, when the relative velocity is reversed. The target then leaves with $\mathbf v_2'=2(M_1/M)\mathbf v=2\mathbf V$, twice the velocity of the centre of mass. In the moving frame the target first approaches with speed $V$ and then departs with speed $V$ in the opposite direction, and the return to the laboratory frame adds another $V$.

The factor $k$ explains the three numbers at the start. Subtract it from one:

$$1-k=\frac{(M_1+M_2)^2-4M_1M_2}{(M_1+M_2)^2}=\left(\frac{M_1-M_2}{M_1+M_2}\right)^2 .$$

The right-hand side is a square, so $k\le1$, and equality requires equal masses. It is also the fraction of energy that the ion keeps in a head-on collision. To see this, put $\mathbf u'=-\mathbf v$ into the expression for $\mathbf v_1$, which gives $\mathbf v_1'=\mathbf v(M_1-M_2)/M$. A light ion bounces back, a heavy ion continues forward, and an ion of the same mass as the target stops. The fraction kept does not depend on the sign of the mass difference. Phosphorus keeps $1-0.9974=0.0026$ of its energy. The square root of this number is 0.05, so the masses of phosphorus and silicon differ by about 5% of their sum. Since the mass difference enters squared, a mismatch of this size costs very little.

With the mass ratio $\rho=M_2/M_1$ the factor becomes

$$k=\frac{4\rho}{(1+\rho)^2}.$$

Replacing $\rho$ by $1/\rho$ and multiplying numerator and denominator by $\rho^2$ gives the same expression again. An ion lighter than the target by some factor and an ion heavier by the same factor therefore have the same $k$. Silicon is 2.541 times as heavy as boron, and arsenic is 2.678 times as heavy as silicon. The two ions stand at almost equal distances, counted in ratios, on either side of silicon:

$$k_{\rm B}=\frac{4\times2.541}{3.541^2}=0.811,\qquad k_{\rm As}=\frac{4\times2.678}{3.678^2}=0.792 .$$

The agreement between boron and arsenic is thus an accident of three masses, and the small difference reflects the slightly larger ratio for arsenic.

The limits of very unequal masses have simple pictures. If the ion is much lighter than the target, $k\approx4M_1/M_2$. The ion rebounds with nearly unchanged speed and delivers the momentum $2M_1v$, whose energy in the target is $(2M_1v)^2/(2M_2)=4(M_1/M_2)E$. If the ion is much heavier, $k\approx4M_2/M_1$. The target is knocked forward at nearly $2v$ and carries $\tfrac12M_2(2v)^2=4(M_2/M_1)E$. In the first case the target receives much momentum but moves slowly; in the second it moves fast but has little mass. Both make poor use of the available energy.

The directions in the laboratory follow from the same vectors. Take the $x$ axis along $\mathbf v$ and let the ion be deflected towards positive $y$, so that $\mathbf u'=v(\cos\theta,\sin\theta)$. Then

$$\mathbf u-\mathbf u'=v(1-\cos\theta,\,-\sin\theta)=2v\sin\frac{\theta}{2}\left(\sin\frac{\theta}{2},\,-\cos\frac{\theta}{2}\right),$$

where $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ was used. The target moves along this vector, on the side opposite to the ion. Its angle $\phi$ from the incident direction has the cosine $\sin(\theta/2)$, and hence

$$\phi=\frac{\pi-\theta}{2},\qquad T=kE\cos^2\phi .$$

The recoil never goes backwards. A strong collision sends it forward with much energy, and a grazing one sends it out almost sideways with little.

This form can be reached without the centre of mass, which gives an independent derivation. Let $\mathbf p=M_1\mathbf v$ be the incident momentum and $\mathbf p_2$ that of the recoil. The ion keeps $\mathbf p-\mathbf p_2$, and energy conservation reads

$$\frac{p^2}{2M_1}=\frac{p^2-2pp_2\cos\phi+p_2^2}{2M_1}+\frac{p_2^2}{2M_2}.$$

The terms with $p^2$ cancel. Since $1/M_1+1/M_2=1/\mu$, what is left is $p_2^2/(2\mu)=pp_2\cos\phi/M_1$. One solution, $p_2=0$, describes a miss. The other is $p_2=2\mu v\cos\phi$, and $p_2^2/(2M_2)$ is again $kE\cos^2\phi$.

For the ion, $\mathbf v_1'=\mathbf V+(M_2/M)\mathbf u'$ has the components

$$\mathbf v_1'=\frac{M_2v}{M}\left(\frac{M_1}{M_2}+\cos\theta,\ \sin\theta\right),\qquad \tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2},$$

where $\psi$ is its laboratory angle, taken between 90° and 180° if the denominator is negative. That can happen only for $M_1<M_2$. As $\theta$ varies, the tip of $\mathbf v_1'$ moves on a circle of radius $M_2v/M$ whose centre lies at the distance $M_1v/M$ from the origin. For a heavy ion the origin is outside the circle, and the largest deflection belongs to the tangent, with $\sin\psi_{\max}=M_2/M_1$. For arsenic this is $1/2.678=0.373$, or about 22°. One elastic collision with a silicon-28 atom at rest cannot turn an arsenic ion further than that, whereas boron can be sent straight back.

Conservation of momentum and energy has fixed the recoil energy, its upper limit $kE$ and the directions of both atoms once the centre-of-mass angle $\theta$ is known. It remains to find which $\theta$ occurs, which depends on the force and on how far off centre the ion arrives, and to see how well the assumptions of the model hold.

All numerical values are calculated from the stated model.
